# Curie-Weiss Law of a Paraelectric Film with Strain Varying through Its Thickness, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the strain profile to the film's susceptibility

### 1. The situation

A ferroelectric oxide is grown on a substrate whose lattice is slightly too small for it. Near the substrate the film is compressed in its plane. Further up, dislocations have taken over part of the misfit and the compression has faded. Strain shifts the temperature at which such a crystal would become ferroelectric, so each depth in the film has a Curie temperature of its own. These temperatures may differ by tens of kelvin between bottom and top.

The film is now placed between two electrodes and its capacitance is measured at temperatures where it is paraelectric. In a homogeneous crystal the reciprocal susceptibility is a straight line in temperature, the Curie-Weiss law. One might expect a spread of Curie temperatures to bend this line. For a field applied across the film it does not, under conditions stated below. The line stays straight, and its intercept is the average of the local Curie temperature over the thickness.

### 2. Geometry and conventions

The film occupies $0<z<L$, with plane electrodes at $z=0$ and $z=L$. All properties depend on $z$ alone. The field $E$, the displacement $D$ and the polarization $P$ are components along $z$. The voltage $V$ is counted so that

$$V=\int_0^L E(z)\,dz .$$

An average over the thickness is written

$$\langle f\rangle=\frac1L\int_0^L f(z)\,dz .$$

The local law of the material, for small signals, is taken to be

$$E(z)=\frac{T-T_c(z)}{\varepsilon_0 C}\,D(z). \tag{1}$$

Here $T_c(z)$ is the local Curie temperature and $C$ the Curie constant, in kelvin, the same at every depth. Equation (1) says that a homogeneous piece of the material found at depth $z$ would have the relative permittivity $C/(T-T_c)$.

The susceptibility in this half is $D/(\varepsilon_0E)$, which is the relative permittivity. Landau theory gives a law of the form (1) for the polarization of the soft mode rather than for $D$. The two differ by a background contribution of order ten, compared with a total of order a thousand. The first half treats (1) as the premise; the second half works out the difference.

Two further conditions are used. The temperature lies above the highest local Curie temperature, $T>\max T_c(z)$, so that every layer is paraelectric by itself. There is no free charge inside the film.

### 3. How strain sets the local Curie temperature

Consider a thin slice at depth $z$. Let $u$ be its in-plane strain, equal along both in-plane axes and measured from the stress-free cubic lattice at the same temperature. The stresses depend on $z$ alone, so mechanical equilibrium makes $\sigma_{zz}$ and the shear stresses $\sigma_{xz}$, $\sigma_{yz}$ independent of $z$. They vanish at the free top surface, the electrode being taken as thin and soft, and therefore they vanish throughout.

With polarization $P$ along $z$, the Gibbs energy density as a function of the in-plane stresses $\sigma_1$, $\sigma_2$ is

$$G=\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4-\frac{s_{11}}2(\sigma_1^2+\sigma_2^2)-s_{12}\sigma_1\sigma_2-Q_{12}(\sigma_1+\sigma_2)P^2 ,$$

$$\alpha=\frac{T-T_0}{\varepsilon_0C}.$$

Here $T_0$ is the Curie temperature without stress, $s_{11}$ and $s_{12}$ are elastic compliances, and $Q_{12}$ is the electrostrictive coefficient linking $P_z^2$ to in-plane strain. The strains follow from $u_i=-\partial G/\partial\sigma_i$:

$$u_1=s_{11}\sigma_1+s_{12}\sigma_2+Q_{12}P^2,\qquad u_2=s_{12}\sigma_1+s_{11}\sigma_2+Q_{12}P^2 .$$

Both equal $u$. Subtracting one from the other gives $(s_{11}-s_{12})(\sigma_1-\sigma_2)=0$, so the stresses are equal. Call them $\sigma$ and write $s=s_{11}+s_{12}$. Then

$$s\,\sigma=u-Q_{12}P^2 .$$

The substrate holds the strain, not the stress. The function that is minimal at fixed strain is obtained by a Legendre transformation:

$$F=G+u_1\sigma_1+u_2\sigma_2=G+2u\sigma .$$

With equal stresses the elastic part of $G$ is $-(s_{11}+s_{12})\sigma^2=-s\sigma^2$, and the coupling is $-2Q_{12}\sigma P^2$. Collecting the terms in $\sigma$,

$$F=\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4+2\sigma(u-Q_{12}P^2)-s\sigma^2 .$$

Since $u-Q_{12}P^2=s\sigma$, the last two terms add up to $2s\sigma^2-s\sigma^2=s\sigma^2$, which is $(u-Q_{12}P^2)^2/s$. Expanding the square,

$$F=\frac{u^2}{s}+\frac12\left(\alpha-\frac{4Q_{12}u}{s}\right)P^2+\frac14\left(\beta+\frac{4Q_{12}^2}{s}\right)P^4 .$$

The first term does not depend on $P$. The coefficient of $P^2/2$ will be called $a$. Inserting $\alpha$ gives

$$a(z)=\frac{T-T_c(z)}{\varepsilon_0C},\qquad T_c(z)=T_0+\kappa\,u(z),\qquad \kappa=\frac{4\varepsilon_0C\,Q_{12}}{s_{11}+s_{12}} . \tag{2}$$

The quartic coefficient of the clamped slice is

$$\beta^*=\beta+\frac{4Q_{12}^2}{s_{11}+s_{12}} .$$

The field is $E=\partial F/\partial P=aP+\beta^*P^3$. For small signals $E=aP$, which is equation (1) once $P$ is identified with $D$.

In perovskite ferroelectrics $Q_{12}$ is negative: polarization along $z$ shrinks the lattice sideways. Compression, $u<0$, favours such a polarization and raises $T_c$, in agreement with the sign of $\kappa u$.

### 4. Polarization in the plane

A polarization $P_x$ could in principle appear first, so its local Curie temperature is needed as well. Its coupling to the stresses is $-(Q_{11}\sigma_1+Q_{12}\sigma_2)P_x^2$. At fixed strain $G+u_1\sigma_1+u_2\sigma_2$ is stationary with respect to the stresses. To order $P_x^2$ the change of stress therefore does not matter, and the coupling may be evaluated at the stress without polarization, $\sigma_1=\sigma_2=u/s$. The added energy is $-(Q_{11}+Q_{12})(u/s)P_x^2$, and the coefficient of $P_x^2/2$ becomes $\alpha-2(Q_{11}+Q_{12})u/s$. Hence

$$T_{c,x}(z)=T_0+\frac{2\varepsilon_0C(Q_{11}+Q_{12})}{s_{11}+s_{12}}\,u(z). \tag{3}$$

For $Q_{11}+Q_{12}>0$, compression lowers this temperature. A compressed film is then safe from in-plane polarization wherever $T>T_0$.

### 5. One displacement for the whole film

Without free charge, Gauss's law reads $\nabla\cdot\mathbf D=0$. Since nothing depends on $x$ or $y$, it reduces to

$$\frac{dD}{dz}=0 .$$

The displacement is one number for the whole film, equal to the charge per area on the electrode. The field cannot be uniform as well, because the layers differ in permittivity. Inserting (1) into the voltage and taking the constant $D$ out of the integral,

$$V=\frac{D}{\varepsilon_0C}\int_0^L\left[T-T_c(z)\right]dz=\frac{DL}{\varepsilon_0C}\left(T-\langle T_c\rangle\right).$$

The susceptibility of the film is the displacement divided by $\varepsilon_0$ times the mean field $V/L$:

$$\boxed{\;\chi_{\rm film}=\frac{DL}{\varepsilon_0V}=\frac{C}{T-\langle T_c\rangle},\qquad \langle T_c\rangle=T_0+\kappa\langle u\rangle\;} \tag{4}$$

No expansion in the strain variation was made. The profile may be steep, may jump, or may change sign. The second relation follows because $T_c$ is linear in $u$.

The physical content is that of capacitors in series. They carry the same charge and their voltages add, so reciprocal permittivities are averaged. In the Curie-Weiss law the reciprocal permittivity is linear in $T-T_c$, and the average of a linear function is the function of the average.

The layers can be reordered without changing (4). If $T_0$ and $\kappa$ are known and the electrodes are ideal, the measured line thus gives the mean strain, but it says nothing about the distribution.

If $C$ also varied with depth, the same integration would give

$$\frac1{\chi_{\rm film}}=T\left\langle\frac1C\right\rangle-\left\langle\frac{T_c}{C}\right\rangle .$$

This is still a straight line in $T$, but its intercept $\langle T_c/C\rangle/\langle1/C\rangle$ is a weighted average. It equals the plain average if $C$ is uniform or, more generally, if $1/C$ and $T_c$ are uncorrelated over the thickness.

Dividing (1) by $V/L$ gives the distribution of the field:

$$\frac{E(z)}{V/L}=\frac{T-T_c(z)}{T-\langle T_c\rangle}. \tag{5}$$

Layers close to their own Curie temperature are the most polarizable and carry the least field. A very soft layer therefore cannot dominate the response. This is the depolarizing field at work: a layer that tried to polarize more than its neighbours would gather bound charge at its faces, and the field of that charge would hold it back.

### 6. What happens if the field is taken as uniform

Suppose that every layer felt the same field $V/L$. The mean displacement would then give

$$\chi_{\rm u}=\left\langle\frac{C}{T-T_c}\right\rangle .$$

To compare this with (4), put $x=T-T_c(z)>0$ and $\bar x=\langle x\rangle$. The identity

$$\frac1x=\frac2{\bar x}-\frac{x}{\bar x^2}+\frac{(x-\bar x)^2}{x\,\bar x^2}$$

is verified by bringing the right side over the denominator $x\bar x^2$: the numerator is $2x\bar x-x^2+x^2-2x\bar x+\bar x^2=\bar x^2$. Averaging it gives

$$\left\langle\frac1x\right\rangle=\frac1{\bar x}+\frac1{\bar x^2}\left\langle\frac{(x-\bar x)^2}{x}\right\rangle .$$

The last term is positive unless $T_c$ is uniform. The assumption of a uniform field overestimates the susceptibility, and the excess grows as $T$ approaches the highest local Curie temperature.

The reciprocal of $\chi_{\rm u}$ is also curved. Its derivative is $d(1/\chi_{\rm u})/dT=\langle x^{-2}\rangle/(C\langle x^{-1}\rangle^2)$, so the tangent drawn at temperature $T$ cuts the axis at

$$\theta_{\rm u}(T)=T-\frac{\langle x^{-1}\rangle}{\langle x^{-2}\rangle},$$

which changes with $T$.

A uniform field with a varying $D$ would need the free charge density $dD/dz$ inside the film. A leaky film can supply it. If the conductivity is the same at every depth, a steady current requires a uniform $E$, and the necessary charge collects in the film. Equation (4) therefore applies to signals fast compared with this charge relaxation, yet slow enough for the polarization to follow.

### 7. A worked film

The parameters are rough values typical of barium strontium titanate: $C=1.0\times10^5$ K, $T_0=200$ K, $Q_{11}=0.10$ and $Q_{12}=-0.03$ m$^4$/C$^2$, $s_{11}=5.0\times10^{-12}$ and $s_{12}=-1.0\times10^{-12}$ m$^2$/N. The film is 100 nm thick and used at 300 K. Its strain is

$$u(z)=u_0e^{-z/\ell},\qquad u_0=-0.30\,\%,\qquad \ell=30\ \text{nm}.$$

From (2), with $s_{11}+s_{12}=4.0\times10^{-12}$ m$^2$/N,

$$\kappa=\frac{4(8.854\times10^{-12})(10^5)(-0.03)}{4.0\times10^{-12}}\ \text{K}=-2.656\times10^4\ \text{K},$$

that is, $-265.6$ K for 1 % of strain. At the bottom $T_c=200+0.30\times265.6=279.7$ K; at the top it is 202.8 K. The mean strain is

$$\langle u\rangle=u_0\frac{\ell}{L}\left(1-e^{-L/\ell}\right)=-0.30\,\%\times0.30\times0.964=-0.0868\,\% ,$$

so $\langle T_c\rangle=200+0.0868\times265.6=223.1$ K. At 300 K the susceptibility is

$$\chi_{\rm film}=\frac{10^5}{300-223.05}\approx1300 .$$

The capacitance per area is $\varepsilon_0\chi_{\rm film}/L=11.5$ µF/cm$^2$. A signal of 0.05 V puts 0.575 µC/cm$^2$ on the electrodes. The mean field is 0.0050 MV/cm, but by (5) the local field is 0.0013 MV/cm at the bottom and 0.0063 MV/cm at the top.

A uniform field would have given 1470 instead of 1300, an overestimate of 13 %. The tangent intercept of that curve is 244 K at 300 K and 229 K at 400 K.

Equation (4) was tested by solving Poisson's equation for the potential in the layered film at twelve temperatures from 290 to 400 K and fitting a line to the reciprocal permittivity. The intercept was 223.05 K and the Curie constant $1.000\times10^5$ K. The same test on a stack of 40 layers with random thicknesses and random Curie temperatures gave an intercept of 199.503 K, equal to the thickness-weighted mean to the digits shown.

## Second half: corrections, stability and real films

### 8. Symbols and results carried over

The film has thickness $L$ and local Curie temperature $T_c(z)=T_0+\kappa u(z)$, with $u$ the in-plane strain and $\kappa=-2.656\times10^4$ K in the example. The Landau coefficient is $a(z)=[T-T_c(z)]/(\varepsilon_0C)$, and $\beta^*$ is the quartic coefficient at fixed strain. Angular brackets denote the average over the thickness. If $E=aD$ holds at each depth, the relative permittivity of the film is $C/(T-\langle T_c\rangle)$, which is 1300 at 300 K for $\langle T_c\rangle=223.05$ K. The highest local Curie temperature is 279.7 K, and that of in-plane polarization lies nowhere above $T_0=200$ K.

Two questions remain. How far does the law survive when $E=aP$ holds for the soft-mode polarization instead of $D$? And down to what temperature is the film paraelectric at all?

### 9. The background permittivity

Let $P$ now be the polarization of the soft mode alone. The vacuum and all harder modes respond with a constant permittivity $\varepsilon_b$, so that

$$D=\varepsilon_bE+P,\qquad E=aP .$$

Eliminating $E$ gives $D=(1+\varepsilon_ba)P$, hence

$$P=\frac{D}{1+\varepsilon_ba},\qquad E=\frac{a}{1+\varepsilon_ba}\,D .$$

The displacement is still uniform. Averaging $E$ gives the absolute permittivity $\varepsilon$ of the film:

$$\frac1\varepsilon=\left\langle\frac{a}{1+\varepsilon_ba}\right\rangle . \tag{6}$$

This is no longer strictly of Curie-Weiss form. Since $\varepsilon_ba$ is small, being below 0.01 in the example at 300 K, the fraction may be expanded as $a-\varepsilon_ba^2$. Let $\bar a=\langle a\rangle$ and let $v=\langle a^2\rangle-\bar a^2$ be the variance. Then

$$\frac1\varepsilon\approx\bar a-\varepsilon_b(\bar a^2+v)=\bar a\left[1-\varepsilon_b\left(\bar a+\frac{v}{\bar a}\right)\right],$$

and, to first order in $\varepsilon_b$,

$$\varepsilon\approx\frac1{\bar a}+\varepsilon_b\left(1+\frac{v}{\bar a^2}\right). \tag{7}$$

The first term is the Curie-Weiss law with the averaged Curie temperature. The second contains the constant background, as in a homogeneous crystal. What the strain profile adds is the term $\varepsilon_bv/\bar a^2$.

In the example $\varepsilon_b=7\varepsilon_0$ and the standard deviation of $T_c$ is 20.5 K. At 300 K

$$\frac{v}{\bar a^2}=\left(\frac{20.49}{76.95}\right)^2=0.071,$$

so the addition is $7\times1.071=7.5$ and the permittivity rises from 1299.6 to 1307.1. Of this 0.6 %, the part due to the non-uniform strain is $7\times0.071=0.5$, or 0.04 % of the total. If the local law holds for $D$, equation (4) is exact. If it holds for the soft-mode polarization, equation (4) needs a correction, which is small here. It still bends the line slightly: unless the background is subtracted first, a straight fit to the reciprocal permittivity from 290 to 400 K gives an intercept of 222.1 K instead of 223.05 K and a Curie constant of $1.017\times10^5$ K.

For a field across the film and a Curie constant that is the same at every depth, the permittivity follows a Curie-Weiss law with the thickness-averaged Curie temperature, exactly if the local law holds for $D$ and with a small background correction if it holds for the soft-mode polarization. What remains is the role of gradient energy, the temperature down to which the film stays paraelectric, and the effects of electrodes, thermal mismatch, finite signals and strain gradients.

All numerical values are calculated from the stated model.
